# Short-range geminals do not repair the C6 dispersion coefficient of helium

## Definitions and conventions

Hartree atomic units are used. Two helium atoms, A and B, lie on the $z$ axis at distance $R$, with B at positive $z$. Electron 1 belongs to A and electron 2 to B, and each position $\mathbf r_i=(x_i,y_i,z_i)$ is measured from its own nucleus. Exchange between the atoms is neglected, which requires $R$ to be large compared with the size of the occupied orbitals. The dispersion energy is then $-C_6/R^6$ to leading order.

An explicitly correlated (F12) method adds to the orbital products a geminal, a function of $r_{12}$. Here it is

$$f(r_{12})=-\frac{1}{\gamma}e^{-\gamma r_{12}}=-\frac1\gamma+r_{12}-\dots$$

Its slope at $r_{12}=0$ is $+1$, so its amplitude follows from the electron cusp. In relative motion the kinetic energy is $-\nabla^2$. Acting on $r^l(1+cr)Y_{lm}$, it gives the singular term $-2c(l+1)r^{l-1}Y_{lm}$, which must cancel $r^{l-1}Y_{lm}$ from the repulsion $1/r$. Hence $c=1/[2(l+1)]$: $1/2$ for singlet pairs ($l=0$) and $1/4$ for triplet pairs ($l=1$).

Let $\phi_A$, $\phi_B$ be the occupied 1s orbitals. For opposite spins, $\phi_A(1)\phi_B(2)$ is half the sum of its symmetric and antisymmetric combinations, so its own amplitude is $\tfrac12(\tfrac12+\tfrac14)=\tfrac38$. The exchanged product $\phi_B(1)\phi_A(2)$ receives $\tfrac12(\tfrac12-\tfrac14)=\tfrac18$. Without exchange it does not couple to the interatomic perturbation, but it still contributes through its own norm. It is left out of (5) and of the geminal table, and its size is given after (5). For equal spins it is $\tfrac14$. These fixed amplitudes are used unless stated otherwise.

The belief to be examined is that such geminals remove the basis error of dispersion energies, as they are designed to do for the short-range part of correlation.

## The coefficient as an atomic property

With $\mathbf s=\mathbf r_2-\mathbf r_1$, the second-order term of $1/|R\hat{\mathbf z}+\mathbf s|$ is $(3s_z^2-s^2)/(2R^3)$. Terms depending on one electron alone cannot excite both atoms. The mixed terms are $-2z_1z_2$ in $s_z^2$ and $-2\mathbf r_1\cdot\mathbf r_2$ in $s^2$, so

$$V=\frac{-6z_1z_2+2\mathbf r_1\cdot\mathbf r_2}{2R^3}=\frac{x_1x_2+y_1y_2-2z_1z_2}{R^3}.$$

For whole atoms, each coordinate is replaced by its sum over the atom's electrons. Let $Z_n=\langle0|z|n\rangle$ be the resulting transition moment to a P state with excitation energy $\omega_n$. Second-order perturbation theory divides $|\langle nm|V|00\rangle|^2$ by $\omega_n+\omega_m$. For spherical atoms the $xx$, $yy$ and $zz$ terms contribute with weights $1+1+4=6$:

$$C_6=6\sum_{nm}\frac{Z_n^2Z_m^2}{\omega_n+\omega_m}.\tag{1}$$

In second-order Møller–Plesset theory (MP2) the excitations are $1s\to a$, with moment $z_a=\langle1s|z|a\rangle$ and energy $\Delta_a=\varepsilon_a-\varepsilon$, where $\varepsilon$ is the 1s energy. Two spins on each atom give a factor 4:

$$C_6^{\rm MP2}=24\sum_{ab}\frac{z_a^2z_b^2}{\Delta_a+\Delta_b}.\tag{2}$$

Since $z$ connects an s orbital to p orbitals only, only the p virtual orbitals contribute to the sums in (2), which also depends on the 1s orbital and its energy.

## Counter-example, first part: energy against C6

The table gives full configuration interaction for one atom, with (1) summed over all states of the basis. The last set has a second diffuse layer, whose exponents continue the ratio of the two preceding ones. It serves as the reference.

| Basis | Energy / $E_h$ | $C_6$ / $E_ha_0^6$ |
|---|---|---|
| cc-pVTZ | −2.9002 | 0.577 |
| cc-pVQZ | −2.9024 | 0.902 |
| aug-cc-pVDZ | −2.8895 | 1.475 |
| aug-cc-pVTZ | −2.9006 | 1.468 |
| d-aug-cc-pVQZ | −2.9025 | 1.463 |

The reference $C_6$ is 0.874 eV Å$^6$. Its last digit is not converged: aug-cc-pV5Z gives $1.459\,E_ha_0^6$ (0.872 eV Å$^6$), a shift of 0.3%. The cc-pVQZ energy lies $12.9\times10^{-3}\,E_h$ below that of aug-cc-pVDZ and is variationally better. Yet cc-pVQZ yields 62% of the reference $C_6$, and aug-cc-pVDZ yields 101%. A good atomic energy therefore does not guarantee a good $C_6$. The close agreement of aug-cc-pVDZ is not full convergence either: its static polarisability is 1.7% below the reference.

Adding single shells to cc-pVTZ identifies what is missing. One diffuse p shell, of exponent $0.199\,a_0^{-2}$, raises $C_6$ from 0.5766 to 1.4277. Full augmentation reaches 1.4682, so the share restored is

$$\frac{1.4277-0.5766}{1.4682-0.5766}=95\%.$$

A diffuse s shell, a diffuse d shell or a tight p shell each changes $C_6$ by less than 1% of that gain.

A rough estimate of sizes does not settle which function is missing, since it falls between the outermost p function of the basis and the added one. For $\phi\sim e^{-\kappa r}$ with $\kappa=\sqrt{-2\varepsilon}=1.35\,a_0^{-1}$, the radial density of $z\phi$ varies as $r^4e^{-2\kappa r}$ and peaks at $2/\kappa=1.5\,a_0$. A Gaussian p function has density $r^4e^{-2\alpha r^2}$, with its peak at $\alpha^{-1/2}$. The outermost p function of cc-pVTZ, $\alpha=0.758\,a_0^{-2}$, peaks at $1.1\,a_0$, and the added one at $2.2\,a_0$. The constant $\kappa$ describes $\phi$ only far from the nucleus, and $z\phi$ is the perturbation acting on $\phi$ rather than the response to it, so these radii are only indicative. The evidence that the missing p function is diffuse is the shell test above.

## Counter-example, second part: adding the geminal

Now the interatomic geminal is added at MP2 level. Write $\Phi=\phi_A(1)\phi_B(2)$ and $K=F_A(1)+F_B(2)-2\varepsilon$, with $F$ the atomic Fock operators. The second-order energy of one spin pair is the minimum of the Hylleraas functional

$$J[\chi]=2\langle\chi|r_{12}^{-1}|\Phi\rangle+\langle\chi|K|\chi\rangle,\tag{3}$$

where both electrons are excited in $\chi$. One-electron parts of the perturbation drop out, because they leave one electron in its occupied orbital.

Let $P$ project on the pairs of virtual orbitals in the basis. The geminal adds $t\,w$, with $w=Qf\Phi$, where $Q$ removes the occupied orbitals and the space of $P$. Let $G$ be the doubly excited part of $r_{12}^{-1}\Phi$, and $K_P^{-1}$ the inverse of $K$ within $P$. Inserting $\chi=\chi_P+tw$ gives

$$J=2\langle\chi_P|G+tKw\rangle+\langle\chi_P|K|\chi_P\rangle+2t\langle w|G\rangle+t^2\langle w|K|w\rangle.$$

This is stationary at $\chi_P=-K_P^{-1}P(G+tKw)$. Substitution yields

$$J=E_0+2ta+t^2b,\tag{4}$$

$$a=\langle w|G+K\chi_0\rangle,\qquad b=\langle w|K|w\rangle-\langle Kw|K_P^{-1}|Kw\rangle.$$

Here $\chi_0=-K_P^{-1}PG$ is the pair function without the geminal, and $E_0$ is its energy. Two spin pairs have $t=3/8$ and two have $t=1/4$, so the total change is

$$\Delta E=2\left(\tfrac34a+\tfrac9{64}b\right)+2\left(\tfrac12a+\tfrac1{16}b\right)=\tfrac52a+\tfrac{13}{32}b.\tag{5}$$

The exchanged geminal, with amplitude $1/8$, adds $(1/8)^2b$ for each opposite-spin pair. The full fixed-amplitude result is therefore $\tfrac52a+\tfrac7{16}b$. The extra $b/32$ is omitted in the table. It reduces $|\Delta E|$ by about 1% at $8\,a_0$ and 0.1% at $12\,a_0$, and it does not affect the bound proved below.

The numbers below use the cc-pVTZ basis and $\gamma=1\,a_0^{-1}$. A large basis, cc-pVTZ joined with d-aug-cc-pVQZ, stands for the complete space, and the two-centre integrals were computed by numerical quadrature. This basis stops at f functions and is not fully converged. Extending it to $l=8$ with a denser radial set raises the second column by 0.012 at $8\,a_0$ and by 0.002–0.003 beyond. It changes $\Delta E$ at $8\,a_0$ to $-7.6\times10^{-7}\,E_h$ and lowers the last column to 60, 44, 38 and 32%. The fixed-$t$ shares stay as shown. "Missing" is the energy by which the large basis lies below cc-pVTZ. The last column optimises one common $t$ instead of fixing it.

| $R/a_0$ | Missing $\times R^6$ / $E_ha_0^6$ | $\Delta E/E_h$ | Recovered, fixed $t$ | Recovered, free $t$ |
|---|---|---|---|---|
| 8 | 0.775 | $-7.3\times10^{-7}$ | 25% | 63% |
| 12 | 0.665 | $-4.0\times10^{-9}$ | 1.8% | 47% |
| 16 | 0.632 | $-3.0\times10^{-11}$ | 0.08% | 40% |
| 24 | 0.610 | $-2.8\times10^{-15}$ | $9\times10^{-5}$% | 34% |

At $R=12\,a_0$, for example, $R^6=2.986\times10^6\,a_0^6$. The missing energy is $0.6653/(2.986\times10^6)=2.23\times10^{-7}\,E_h$, of which $4.0\times10^{-9}\,E_h$ is 1.8%. At $8\,a_0$ the geminal still recovers a quarter; shorter distances, where exchange can no longer be neglected, were not examined. The share recovered with fixed $t$ falls rapidly as $R$ grows, so the geminal does not repair $C_6$. Diffuse functions do: (2) gives 0.51 in cc-pVTZ and 1.12 in aug-cc-pVTZ, a difference of 0.61. The second column still contains an $R^{-2}$ term; removing it from the last two rows gives $(24^2\times0.610-16^2\times0.632)/(24^2-16^2)=0.59$. This is close to 0.61 but need not equal it, since the column keeps the cc-pVTZ occupied orbital and uses a different large basis. That 1.12 is below the full-interaction value 1.47 is an error of MP2, not of the basis.

## The general statement

Consider the interatomic MP2 pair above, in a fixed finite basis centred on the atoms. Let $K$ be positive on doubly excited functions, let $\phi$ and its gradient decay at least as fast as $e^{-\kappa r}$, and let $\gamma<\kappa$. Then, for fixed amplitudes and large $R$,

$$|\Delta E|\le C\,\frac{e^{-\gamma R}}{R^3}\tag{6}$$

with $C$ independent of $R$. Hence $R^6\Delta E\to0$, and $C_6$ keeps the value (2) of the orbital basis.

**Proof.** The triangle inequality gives $r_{12}\ge R-r_1-r_2$, so

$$|f\Phi|\le\frac{e^{-\gamma R}}{\gamma}\,e^{\gamma r_1}|\phi_A(1)|\,e^{\gamma r_2}|\phi_B(2)|.$$

The right side is square integrable because $\gamma<\kappa$. Projection does not increase the norm, so $\|w\|\le C_1e^{-\gamma R}$. Since $|\nabla f|=e^{-\gamma r_{12}}$ and $\nabla\phi$ decays as assumed, the gradients of $w$ obey a bound of the same form. Therefore $\langle w|K|w\rangle\le C_2e^{-2\gamma R}$. The term subtracted in $b$ is not negative, and $b$ itself is not negative because it is the minimum of $\langle w+\chi_P|K|w+\chi_P\rangle$ over $\chi_P$. Thus $0\le b\le C_2e^{-2\gamma R}$.

In $G$ the multipole expansion starts with $V\Phi$, of order $R^{-3}$. The expansion fails only where $r_1+r_2$ is comparable with $R$, and there $\Phi$ is exponentially small. So $\|G\|\le C_3R^{-3}$. The function $\chi_0$ depends linearly on $G$ and lies in a finite basis, so $\|K\chi_0\|\le C_4R^{-3}$. The Cauchy–Schwarz inequality then gives

$$|a|\le\|w\|\,\|G+K\chi_0\|\le C_1(C_3+C_4)\frac{e^{-\gamma R}}{R^3}.$$

Inserting both bounds in (5) proves (6), since $e^{-2\gamma R}$ falls faster than $e^{-\gamma R}/R^3$. ∎

In the example, $R^3|\Delta E|$ falls between 16 and $24\,a_0$ at a mean rate of $1.01\,a_0^{-1}$, close to $\gamma$.

## Where the statement ends

The fixed amplitude is essential. Minimising (4) over $t$ gives $t=-a/b$ and a gain $a^2/b$. If $a$ and $b$ have the sizes $e^{-\gamma R}/R^3$ and $e^{-2\gamma R}$, the exponentials cancel and a gain of order $R^{-6}$ survives. The amplitude must then grow as $e^{\gamma R}/R^3$. It is $2.4\times10^5$ at $24\,a_0$ ($2.3\times10^5$ with functions up to $l=8$), against a cusp value below 1.

What such a geminal supplies follows from $r_{12}\approx R+z_2-z_1$:

$$f\approx-\frac{e^{-\gamma R}}{\gamma}\,e^{\gamma z_1}e^{-\gamma z_2}.$$

The product of the linear terms is $+\gamma e^{-\gamma R}z_1z_2$. This has the sign of the dispersion response, which opposes the term $-2z_1z_2/R^3$ of $V$. The exponentials also contain s, d and higher parts, which do not couple to $V$ and can only increase $b$. The enlarged geminal thus acts only in part as a crude polarisation function along the axis. It has no $x_1x_2$ or $y_1y_2$ part at this order, so as $R\to\infty$ it can recover at most the $zz$ share of the missing energy, $4/6$. The computed share is 34% at $24\,a_0$ (32% with functions up to $l=8$) and still falling; the limiting form of $f$ above gives about 23% as $R\to\infty$.

The proof concerns MP2, where pairs of electrons on the same atom do not enter the interatomic pair energy. In higher methods, geminals within an atom can change $Z_n$ and $\omega_n$ in (1), and the bound (6) does not cover that effect.
